# The largest single-trap threshold step among 100 million traps

**Question.** A chip contains \(N=10^8\) oxide traps. When one of them captures a carrier, the threshold voltage of its transistor rises in magnitude by a step \(x\). The steps differ from trap to trap and follow an exponential distribution with mean 2 mV. How large is the largest step on the chip, how does it grow with the number of traps, and what would a Gaussian of equal mean and variance have predicted?

**Answer.** The largest step is about 37 mV, give or take a few millivolts from chip to chip. The Gaussian gives about 13 mV. The exponential estimate grows as the logarithm of \(N\), the Gaussian one roughly as the square root of that logarithm. The rest of the answer derives these statements and asks how far they can be trusted.

## What is assumed

Let \(\eta=2\) mV be the mean step. The exponential law states that a trap's step exceeds \(x\ge 0\) with probability

\[
P(\text{step}>x)=e^{-x/\eta}. \tag{1}
\]

This law is an assumption here; electrostatics alone does not impose it. All traps share the same \(\eta\), and their steps are independent. "Largest step" refers to one trap, not to the total shift of a transistor with several traps.

The density belonging to (1) is \(e^{-x/\eta}/\eta\). Its first two moments are

\[
\langle x\rangle=\int_0^\infty \frac{x}{\eta}e^{-x/\eta}dx=\eta,\qquad
\langle x^2\rangle=\int_0^\infty \frac{x^2}{\eta}e^{-x/\eta}dx=2\eta^2 .
\]

The variance is \(2\eta^2-\eta^2=\eta^2\), so the standard deviation equals the mean. The Gaussian to be compared therefore has mean 2 mV and standard deviation 2 mV.

## The quick estimate: count the steps

Each trap exceeds \(x\) with probability (1), so the expected number of steps above \(x\) is

\[
n(x)=N e^{-x/\eta}. \tag{2}
\]

The largest step should lie near the level that is exceeded once on average. Setting \(n(x_1)=1\) and taking the logarithm gives

\[
x_1=\eta\ln N=2\ \text{mV}\times 18.421=36.84\ \text{mV}, \tag{3}
\]

or 0.037 V. Equation (2) does not need independence, because expected numbers add even for correlated traps. Independence enters when we ask how the maximum scatters.

## The distribution of the maximum

The maximum lies below \(x\) only if all \(N\) steps do. For independent steps the probabilities multiply:

\[
P(\max<x)=\left(1-e^{-x/\eta}\right)^N\approx \exp\left(-Ne^{-x/\eta}\right). \tag{4}
\]

The approximation uses \(\ln(1-\epsilon)\approx-\epsilon\), which is good here because \(\epsilon=e^{-x/\eta}\) is about \(10^{-8}\) near the maximum. At \(x=x_1\) the exponent is \(-1\), so the maximum falls below \(x_1\) with probability \(e^{-1}=0.368\). It is more likely to lie above \(x_1\) than below.

To find the value \(x_p\) below which the maximum lies with probability \(p\), set (4) equal to \(p\) and take the logarithm twice:

\[
Ne^{-x_p/\eta}=-\ln p
\quad\Rightarrow\quad
x_p=\eta\left[\ln N-\ln(-\ln p)\right]. \tag{5}
\]

For the median, \(-\ln 0.5=0.693\) and \(\ln 0.693=-0.367\), so \(x_{0.5}=2\times(18.421+0.367)=37.57\) mV. The 5% and 95% values are 34.65 and 42.78 mV. Nine chips in ten would have their largest step between these two. The range is lopsided: it reaches further above the median than below it.

## Mean and scatter of the maximum

The exponential law has no memory. Given that a step exceeds \(y\), the probability that it exceeds \(y+x\) is

\[
\frac{e^{-(y+x)/\eta}}{e^{-y/\eta}}=e^{-x/\eta},
\]

so the excess over \(y\) follows the original law.

Now arrange the \(N\) steps in rising order. All of them exceed \(y\) with probability \((e^{-y/\eta})^N=e^{-Ny/\eta}\). The smallest step is therefore exponential with mean \(\eta/N\). Above it, the excesses of the remaining \(N-1\) steps are fresh independent exponentials, and the smallest of these has mean \(\eta/(N-1)\). Continuing upward, the maximum is a sum of independent gaps with means \(\eta/N,\ \eta/(N-1),\dots,\eta/2,\ \eta\). Means add, and so do the variances of independent gaps, each being the square of its mean:

\[
\langle\max\rangle=\eta\sum_{k=1}^{N}\frac1k\approx\eta(\ln N+\gamma),
\qquad
\text{var}(\max)=\eta^2\sum_{k=1}^{N}\frac1{k^2}\approx\frac{\pi^2}{6}\eta^2. \tag{6}
\]

Here \(\gamma=0.577\) is Euler's constant, the large-\(N\) limit of \(\sum 1/k-\ln N\). The numbers are

\[
\langle\max\rangle=2\times(18.421+0.577)=38.00\ \text{mV},\qquad
\text{s.d.}=\frac{\pi}{\sqrt6}\times2=2.57\ \text{mV}.
\]

The last gap, between the second largest and the largest step, has mean \(\eta\) whatever \(N\) is. Adding traps only adds ever smaller gaps at the lower end. In (6) their squares sum to a finite limit, while the gaps themselves do not. The scatter of the maximum therefore stays near \(1.28\,\eta\) while its mean keeps rising, and for large \(N\) the relative scatter falls as \(1/\ln N\).

## The Gaussian of equal mean and variance

Write a Gaussian step as \(x=\eta(1+z)\), with \(z\) a standard normal variable, and let \(Q(z)\) be the probability of exceeding \(z\). The once-exceeded level follows from \(NQ(z)=1\). For large \(z\), integrate by parts after writing the integrand as \((1/t)\cdot t e^{-t^2/2}\):

\[
\sqrt{2\pi}\,Q(z)=\int_z^\infty e^{-t^2/2}dt
=\frac{e^{-z^2/2}}{z}-\int_z^\infty\frac{e^{-t^2/2}}{t^2}dt. \tag{7}
\]

The last integral is smaller than the left side by at least a factor \(z^2\), about 30 here, and is dropped. With \(L=\ln N\), the condition \(NQ=1\) becomes

\[
\frac{z^2}{2}+\ln z+\frac12\ln 2\pi=L. \tag{8}
\]

The first term dominates, so start from \(z_0=\sqrt{2L}\) and put \(z=z_0-\delta\). To first order in \(\delta\), \(z^2/2=L-z_0\delta\), while \(\ln z\) may be replaced by \(\ln z_0=\frac12\ln 2L\). Then

\[
z_0\delta=\tfrac12\ln2L+\tfrac12\ln2\pi=\tfrac12\ln4\pi L
\quad\Rightarrow\quad
z\approx\sqrt{2L}-\frac{\ln L+\ln4\pi}{2\sqrt{2L}}. \tag{9}
\]

Numerically, \(\sqrt{36.84}=6.070\) and the correction is \((2.913+2.531)/12.14=0.448\), so \(z\approx5.621\). Solving \(NQ(z)=1\) numerically gives 5.612. The level is

\[
x_G=2\times(1+5.612)=13.22\ \text{mV}.
\]

The mean of the Gaussian maximum is 13.41 mV and its standard deviation 0.43 mV. The small scatter can be understood from the slope of the tail. Near the level, \(Q\) falls approximately as \(e^{-z\,\Delta z}\), like an exponential law with decay length \(\eta/z=0.36\) mV in place of 2 mV. Multiplying by \(\pi/\sqrt6\) gives 0.46 mV, close to the computed value. The estimate is slightly high because (7) implies \(Q<e^{-z^2/2}/(z\sqrt{2\pi})\), so the true relative rate of decay at the level exceeds \(z\), and because this rate keeps growing above the level.

## What the comparison means

The two laws agree in mean and variance, yet their once-exceeded levels differ by a factor \(36.84/13.22=2.79\). The reason is the shape of the tail: \(\ln P\) falls linearly with \(x\) in one case and quadratically in the other.

Two counts show how severe the disagreement is. Under the exponential law, the number of steps above the Gaussian level is

\[
10^8\times e^{-13.22/2}\approx1.3\times10^5 .
\]

A margin set at the Gaussian level would thus be exceeded by more than a hundred thousand traps, not by one. Conversely, the Gaussian expects \(2.9\times10^{-60}\) steps above 36.84 mV.

A direct draw of \(10^8\) random steps from each law gave maxima of 36.77 and 13.18 mV. In the exponential sample 134,305 steps lay above the Gaussian level. The expected count is \(1.344\times10^5\), with a statistical scatter of about its square root, 370.

The Gaussian also assigns a negative step to 15.9% of the traps, which contradicts the assumed sign. It serves as a comparison, not as an alternative model of the traps.

## How the answer scales

For the exponential law, (3) gives a fixed increase for every tenfold increase in trap number:

\[
\eta\ln10=4.61\ \text{mV}.
\]

For the Gaussian, the local decay length \(\eta/z\) replaces \(\eta\), which suggests \(4.61/5.612=0.82\) mV. The computed rise from \(10^8\) to \(10^9\) traps is 0.77 mV, a little less because the true decay rate already exceeds \(z/\eta\) at the start and grows along the way.

The ratio of the two levels is \(L/(1+z)\). For very large \(N\), \(z\) grows as \(\sqrt{2L}\), so the ratio grows in proportion to \(\sqrt{L}\), with leading term \(\sqrt{L/2}\). It has no limit, but the growth is slow.

The opposite limit is instructive. For \(N=2\) the once-exceeded level is the median of a single step. That is \(\eta\) for the Gaussian, since \(Q(0)=1/2\), and \(\eta\ln2=0.69\,\eta\) for the exponential. The Gaussian level is then the higher one. The order reverses as \(N\) grows, so a handful of traps says little about which tail is right.

This matters for extrapolation. A test of 1000 traps typically sees steps up to \(3\times4.61=13.8\) mV. The remaining 23 mV of the estimate for \(10^8\) traps come from assuming that the same exponential continues for five more decades of probability. Even if it does, the mean measured on \(n\) traps has a standard error \(\eta/\sqrt n\), because one step has standard deviation \(\eta\). For \(n=1000\) this is 3.2% of \(\eta\), and since (3) is proportional to \(\eta\), it moves the estimate by 1.2 mV.

## Is a 37 mV step electrostatically possible?

Take a gate 80 nm wide and 30 nm long, an oxide of thickness \(t=1\) nm with relative permittivity \(\varepsilon_o=3.9\), and silicon with \(\varepsilon_s=11.7\). In atomic units the elementary charge is 1, and Gauss's law carries a factor \(4\pi\).

First spread the trapped charge evenly over the gate area \(A\), at the silicon–oxide interface. To keep the channel unchanged, the gate must supply the opposite charge. The oxide field is then \(4\pi/(\varepsilon_oA)\), and the voltage across the oxide changes by

\[
\Delta V_{\rm sheet}=\frac{4\pi t}{\varepsilon_oA}. \tag{10}
\]

One atomic unit of potential times one bohr is 1440 mV nm, so

\[
\Delta V_{\rm sheet}=\frac{4\pi\times1440\times1}{3.9\times2400}\ \text{mV}=1.93\ \text{mV}.
\]

The assumed mean of 2 mV is thus a natural scale for this gate. The estimated largest step is 19 times the charge-sheet value. It requires a current so uneven that one well-placed charge controls much of it.

A real trap is a point charge, and its potential sets a ceiling. Treat the silicon as a carrier-free dielectric half-space and the gate as a perfect conductor. For a lateral wave number \(k\), the potential is \(\phi_ke^{-kz}\) at depth \(z\) in the silicon. In the oxide, at distance \(s\) from the interface, it is \(\phi_k\sinh k(t-s)/\sinh kt\), which vanishes at the gate. The electric flux leaving the interface on both sides must equal \(4\pi\) times the charge:

\[
k\phi_k\left(\varepsilon_s+\varepsilon_o\coth kt\right)=4\pi. \tag{11}
\]

As \(k\to0\), \(\coth kt\to1/(kt)\) and \(\phi_k\to4\pi t/\varepsilon_o\). This limit is the potential integrated over the plane. Divided by \(A\), it reproduces (10).

For the peak directly under the trap, set \(u=e^{-2kt}\), so that \(\coth kt=(1+u)/(1-u)\), and define \(\beta=(\varepsilon_s-\varepsilon_o)/(\varepsilon_s+\varepsilon_o)\). Equation (11) gives

\[
k\phi_k=\frac{4\pi}{\varepsilon_s+\varepsilon_o}\,\frac{1-u}{1-\beta u}
=\frac{4\pi}{\varepsilon_s+\varepsilon_o}\left[1-(1-\beta)\sum_{n\ge1}\beta^{n-1}u^n\right].
\]

Summing over lateral waves means integrating \(k\,dk/2\pi\) with the factor \(e^{-kz}\). Since \(\int_0^\infty e^{-k(z+2nt)}dk=1/(z+2nt)\),

\[
\phi(z)=\frac{2}{\varepsilon_s+\varepsilon_o}\left[\frac1z-(1-\beta)\sum_{n\ge1}\frac{\beta^{n-1}}{z+2nt}\right]. \tag{12}
\]

The first term is the charge itself and the others are its images. With \(\beta=0.5\) and the channel plane at \(z=1\) nm, the bracket is \(0.754\ \text{nm}^{-1}\). The prefactor is \(2\times1440/15.6=185\) mV nm, so the peak is 139 mV.

This limits the step as follows. In subthreshold linear response, let a gate change of \(m\) volts move the potential throughout the channel by 1 V, with \(m\ge1\). A gate change of \(m\) times the peak then compensates the trap everywhere, and overcompensates it away from the peak. In a drift-diffusion picture the current is then at least its original value, so the step cannot exceed \(m\) times the peak. For a trap at the interface and a channel plane at \(z=1\) nm the ceiling is at least 139 mV in this model, and 37 mV lies well below it. The value is sensitive to the geometry. Equation (12) gives 83 mV at \(z=1.5\) nm and 57 mV at \(z=2\) nm, and falls below 36.84 mV at about 2.7 nm; near threshold the mean electron depth is roughly 1 to 2 nm, depending on the field. A trap 0.5 nm inside the oxide gives 57 mV at \(z=1\) nm and 26 mV at \(z=2\) nm.

That does not prove the exponential law, nor that 37 mV is reached; it shows only that, for an interface trap and a shallow channel, this ceiling does not cut the tail off before 37 mV. It also tells us what such a trap must do. For \(m=1\), its potential exceeds 36.84 mV only within a radius of 2.2 nm. Current passing entirely outside that disc would be shifted by less, so at least some of it must pass through a spot about 4.5 nm across. This condition is necessary but far from sufficient. In two-dimensional drift-diffusion with \(m=1\), a barrier flat over the 30 nm length and all current confined to a strip centred on the trap, a strip 4.5 nm wide gives only 22 mV at \(z=1\) nm, and 37 mV needs a strip between 2 and 3 nm wide. At \(z=1.5\) nm even a very narrow strip gives only 28 mV. A barrier that is also short along the channel helps: 10 nm long and 4.5 nm wide, it gives 41 mV at \(z=1\) nm. A 37 mV step thus needs nearly all the current to cross a small constriction under the trap, and the real tail may bend below the exponential before that level. Carrier screening, omitted here, would shrink the spot.

## Real transistors and the neglected effects

The dimensions above are rough typical values for a planar transistor of the 28 nm class, with 1 nm read as an equivalent oxide thickness. A gate stack of higher permittivity is physically thicker; this leaves (10) unchanged but alters the point-charge potential (12): a single layer of permittivity 20 lowers the peak to 82 mV at \(z=1\) nm and 37 mV at \(z=2\) nm, while a stack with a 0.6 nm silicon-oxide interlayer keeps it at 135 mV at \(z=1\) nm. A trap count of \(10^8\) corresponds to one trap per transistor in a static memory of about 17 million six-transistor cells. The example is therefore in a realistic range, but its 2 mV mean is a chosen parameter, not a measured property of a particular process. Real devices break the assumption of a common \(\eta\), since gate dimensions and doping vary. If \(\eta\) has a log-normal spread of 10% about the same mean, the once-exceeded level rises from 36.84 to 39.86 mV, by 3.0 mV.

The size of this effect follows from averaging (1) over devices. For a small relative spread \(s\), write \(\eta\to\eta(1+sg)\) with \(g\) standard normal, and \(X=x/\eta\). To first order in \(s\) in the exponent,

\[
\left\langle e^{-X(1-sg)}\right\rangle=e^{-X+s^2X^2/2}. \tag{13}
\]

At \(X=18.4\) and \(s=0.1\) the extra exponent is 1.7, so in this approximation steps of this size become about five times more frequent; the full log-normal average gives a factor of 3.6. Solving \(X-s^2X^2/2=18.42\) gives \(X=20.5\), or 41 mV. This overshoots the full log-normal result by about 1 mV, because the omitted second-order terms in \(1/\eta\) are positive and reduce the tail. Devices with large \(\eta\) supply a disproportionate share of the largest steps.

Other uncertainties can be ranked in the same way:

- A tenfold error in the number of traps moves the estimate by 4.6 mV.
- Heating from 300 K to 398 K adds \(2\ln(398/300)=0.57\) mV, if the number of active traps is proportional to temperature and \(\eta\) is held fixed.
- If \(10^8\) transistors hold one trap each on average, placed at random, some hold several. With all traps filled, the total shift exceeded by one transistor on average is 47.3 mV.

The last item answers a different question from the one posed. For a circuit that must tolerate every trap in a transistor being filled at once, the 47 mV figure is the starting point. For a circuit disturbed by one trap switching at a time, it is the single-step figure. Neither is a safe margin in itself: a level exceeded once on average is exceeded somewhere on \(1-e^{-1}=63\%\) of chips. By (5), a single-step margin that fails on only 1% of chips is 46 mV.

Equation (3) is proportional to \(\eta\), and at fixed oxide thickness (10) makes the charge-sheet scale inversely proportional to gate area. If the mean step follows that scale, halving the area doubles the largest step, whereas doubling the number of traps adds only \(\eta\ln2=1.4\) mV. Under these conditions, shrinking the transistor costs far more margin than adding transistors. The individual values are listed in the numerical output.

## Numbers as computed

```
Number of traps N: 1e+08
Mean step eta: 2.00 mV
Standard deviation of one step: 2.00 mV
ln N: 18.421
-- exponential steps --
Level exceeded once on average: 36.84 mV
Same level in volts: 0.0368 V
Chance that maximum is below it: 0.3679
Median maximum: 37.57 mV
Mean maximum: 38.00 mV
Standard deviation of maximum: 2.57 mV
5% quantile of maximum: 34.65 mV
95% quantile of maximum: 42.78 mV
Largest of 1e+08 drawn steps: 36.77 mV
-- Gaussian steps, same mean and variance --
z from N Q(z) = 1: 5.612
z from asymptotic formula: 5.621
Level exceeded once on average: 13.22 mV
Mean maximum: 13.41 mV
Standard deviation of maximum: 0.43 mV
5% quantile of maximum: 12.84 mV
95% quantile of maximum: 14.21 mV
Largest of 1e+08 drawn steps: 13.18 mV
Fraction of negative steps: 0.1587
-- comparison --
Ratio of once-exceeded levels: 2.79
Exponential steps above Gaussian level: 1.344e+05
Same count in the drawn sample: 134305
Gaussian steps above exponential level: 2.9e-60
Exponential level rise for 10 N: 4.61 mV
Gaussian level rise for 10 N: 0.77 mV
-- device scale --
Gate width, length: 80, 30 nm
Equivalent oxide, channel depth: 1.0, 1.0 nm
Relative permittivity, oxide and Si: 3.9, 11.7
Charge-sheet step: 1.93 mV
Once-exceeded level / charge-sheet step: 19.1
Peak unscreened channel potential: 139 mV
Radius where it equals the exp. level: 2.24 nm
-- neglected effects --
Relative spread of eta: 0.10
Once-exceeded level with spread: 39.86 mV
Rise due to spread: 3.02 mV
Largest device total, 1 trap/device: 47.31 mV
Temperatures: 300, 398 K
Rise if active traps scale with T: 0.57 mV
```
